Davidson Solution of the Tamm-Dancoff Problem for Phenol, with Root Ordering

**1. Result**

For a closed-shell Hartree-Fock reference with real orbitals, singlet excitation energies E in the Tamm-Dancoff approximation satisfy

A X = E X,

A_{ia,jb} = δ_ij δ_ab (ε_a − ε_i) + 2(ia|jb) − (ij|ab).   (1)

Here i, j label occupied orbitals, a, b virtual ones, and ε their energies. The vector X holds the excitation amplitudes and has unit length. The integrals contain the Coulomb constant:

(pq|rs) = e²/(4πε₀) ∫∫ φ_p(1)φ_q(1) φ_r(2)φ_s(2)/r₁₂ dV₁ dV₂.

A Davidson solver finds low roots of A from products of A with vectors. Let x be a normalized approximate eigenvector, θ = xᵀAx and r = Ax − θx. Then some eigenvalue lies within ‖r‖ of θ. If θ approximates the k-th root from above and lies below the next one,

0 ≤ θ − E_k ≤ ‖r‖²/(E_{k+1} − θ).   (2)

Neither statement says that the roots found are the lowest ones. For planar phenol, a calculation started in one reflection symmetry converges all six residuals and still gives a wrong list from the third position on. Solving both symmetry blocks and merging them gives the right list, which an eigenvalue count certifies.

**2. The matrix**

Begin with spin orbitals. Let Φ_i^a be the reference determinant Φ₀ with a in the place of i. The matrix elements of H − E₀, with E₀ the reference energy, fall into four cases.

If i ≠ j and a ≠ b, the two determinants differ in two places. Place i holds a on the left and i on the right; place j holds j on the left and b on the right. The direct term minus the exchange term is

(ai|jb) − (ab|ji).

If i = j and a ≠ b, one orbital differs. The one-electron term and the field of all occupied orbitals except i give

F_ab − (ab|ii) + (ai|ib),

where F is the Fock matrix. Canonical orbitals make F_ab = 0.

If i ≠ j and a = b, one interchange of places aligns the determinants and gives a factor −1. They then differ by j against i, in the field of the common orbitals, which include a:

−F_ji − (ji|aa) + (ja|ai).

The absent occupied orbitals i and j do not alter F_ji, because their direct and exchange terms cancel. Again F_ji = 0.

If both indices agree, removing i costs −ε_i. Adding a to the remaining electrons costs ε_a less its interaction with i:

ε_a − ε_i − (aa|ii) + (ai|ia).

All four cases are contained in

M_{ia,jb} = δ_ij δ_ab (ε_a − ε_i) + (ia|jb) − (ij|ab).

Now separate the spins. Two α excitations have all three terms. An α and a β excitation share only (ia|jb), since the other terms would require equal spins. The singlet combination is (α excitation + β excitation)/√2. Its matrix element is half the sum of αα, ββ, αβ and βα. The first two contribute the full M twice and the last two contribute (ia|jb) twice. Half of this sum is equation (1).

The coupling ⟨Φ₀|H|Φ_i^a⟩ is F_ia, which vanishes for a converged reference. This is Brillouin's theorem, and it lets the excited problem be solved separately from the ground state. With this reference, the approximation is configuration interaction with single excitations.

The term 2(ia|jb) couples transition charge distributions. The term −(ij|ab) contains the attraction between the excited electron and the hole. If both are dropped, the roots are orbital gaps. If one pair is kept, E = ε_a − ε_i + 2(ia|ia) − (ii|aa).

Equation (1) was tested on water in a small basis against a Hamiltonian built directly from determinants. The largest difference in the roots was 2.7 × 10⁻⁹ eV.

**3. Products without the matrix**

The matrix has (n_occ n_vir)² entries, so its storage grows as the fourth power of system size when both orbital numbers grow in proportion. The product can be formed without it. Expand the orbitals in basis functions, φ_i = Σ_μ C_μi χ_μ, and define

D_λσ = Σ_jb C_λj X_jb C_σb.

The first interaction sum becomes

Σ_jb (ia|jb) X_jb = Σ_μν C_μi C_νa J_μν,   J_μν = Σ_λσ (μν|λσ) D_λσ.

In the second, j shares an integral pair with i, and b with a:

Σ_jb (ij|ab) X_jb = Σ_μν C_μi C_νa K_μν,   K_μν = Σ_λσ (μλ|νσ) D_λσ.

Therefore

(AX)_ia = (ε_a − ε_i) X_ia + Σ_μν C_μi C_νa (2J_μν − K_μν).   (3)

D is generally not symmetric, and K must be formed without assuming that it is. On random vectors for phenol, equation (3) agreed with the explicit matrix to 3.3 × 10⁻¹³ eV. The integrals (μν|λσ) also grow in number as the fourth power of size. For the 75 basis functions of phenol there are 4,062,675 distinct ones, more than the 1,562,500 entries of A, and in this example they are stored. Equation (3) saves memory only when the integrals are recomputed for each product or approximated.

**4. Ritz values as upper bounds**

Let the columns of V be orthonormal. Solve the small problem

VᵀAV y_k = θ_k y_k,   x_k = V y_k,   (4)

with θ₁ ≤ θ₂ ≤ … . The θ_k are Ritz values. To compare them with the eigenvalues E_k, order the eigenvectors u_n of A likewise, and let N be its dimension.

Take any k-dimensional subspace S. It shares a nonzero vector with the span of u_k, …, u_N, because the dimensions k and N − k + 1 add to N + 1. For that vector the quotient xᵀAx/xᵀx is at least E_k. Hence the largest quotient in S is at least E_k. The span of u₁, …, u_k attains this value, so

E_k = min over S of max over x in S of xᵀAx/xᵀx.

The same formula gives θ_k when S is confined to the span of V. A minimum over fewer subspaces cannot be lower, so θ_k ≥ E_k. Enlarging V admits more subspaces, so θ_k cannot rise. A restart that keeps at least the k lowest Ritz vectors also cannot raise θ_k, because those vectors still span a space with the same k Ritz values.

The index k refers to the space in which the search takes place. If V lies within one symmetry block, the result bounds the k-th root of that block. It also bounds the k-th root of the full matrix, but possibly very loosely.

**5. What a residual proves**

Expand x = Σ_n c_n u_n with Σ_n c_n² = 1. Then

‖r‖² = Σ_n c_n² (E_n − θ)² ≥ min_n (E_n − θ)².

This proves that an eigenvalue lies within ‖r‖ of θ.

For the quadratic bound, note that no eigenvalue lies strictly between E_k and E_{k+1}. For every n, therefore,

(E_n − E_k)(E_n − E_{k+1}) ≥ 0.

Multiply by c_n² and sum. In each factor write E_n − E_k = (E_n − θ) + (θ − E_k), and similarly for E_{k+1}. The terms linear in E_n − θ vanish because Σ_n c_n² E_n = θ. What remains is

‖r‖² + (θ − E_k)(θ − E_{k+1}) ≥ 0.

For θ < E_{k+1}, division by E_{k+1} − θ gives the upper bound in (2). The lower bound comes from Section 4.

The eigenvector converges more slowly. Let φ be the angle between x and u_k, and let d be the distance from θ to the nearest other eigenvalue. The part of x outside u_k has squared length sin²φ and contributes at least d² sin²φ to ‖r‖². Hence

|sin φ| ≤ ‖r‖/d.   (5)

The energy error is thus quadratic in the residual, whereas the vector error is bounded linearly. Both bounds deteriorate when roots approach each other. For a degenerate root the single vector is not unique, and the subspace has to be compared instead.

**6. The correction vector**

Suppose x + t is the wanted eigenvector with energy E. Then

(A − E)(x + t) = 0.

Put E = θ + δ and use (A − θ)x = r:

(A − θ)t = −r + δ(x + t).

Now replace A on the left by its orbital-energy part. By (2), δ is second order in the residual. If θ is not close to an orbital gap, the term with δ can then be dropped to first order. It could not be dropped before the replacement, because A − θ is nearly singular along the wanted vector. The result is

t_ia = r_ia/[θ − (ε_a − ε_i)].   (6)

The division has a simple purpose. An error component c_n u_n appears in r as c_n(E_n − θ)u_n, so the residual exaggerates the distant part of the spectrum. Equation (6) approximately removes this weighting.

A perfect inverse would be useless here: (A − θ)⁻¹r = x, which is already in the search space. The approximate inverse supplies a new direction because it differs from the true one. Denominators smaller than 0.1 eV in magnitude are replaced by −0.1 eV to prevent overflow.

The algorithm for m roots is as follows.

1. Choose 2m unit vectors with the smallest orbital gaps in a symmetry block.
2. Form AV by equation (3) and solve equation (4).
3. Compute r_k for the m lowest Ritz pairs. Stop if every norm is at most the tolerance.
4. Form t_k for each unconverged pair. Orthogonalize these vectors to V and to each other, twice to limit rounding errors.
5. Append them to V, form the new products, and return to the small problem.
6. If V would become too large, first replace it by its 2m lowest Ritz vectors.

**7. Why convergence does not fix the order**

A two-state model shows the difficulty. Let

A = [[1, g], [g, 0]] eV,

where g is a dimensionless number, and start from x = (1, 0). Then θ = 1 eV and r = (0, g) eV. If |g| is below the tolerance divided by 1 eV, the solver stops at once. It has found an approximation to the upper root, ½[1 + √(1 + 4g²)] eV. The lower root, near zero, has been missed. The residual is small because the coupling is small, regardless of where the missing root lies.

Symmetry makes such a coupling vanish. Planar phenol is unchanged by reflection in its molecular plane, and each orbital is even or odd. An excitation belongs to A′ if its two orbitals have equal parity and to A″ if they have opposite parity. Both (ia|jb) and (ij|ab) vanish if the product of the four parities is odd, so A has no elements between the blocks.

Start with V in A′. Then AV, the Ritz vectors and the residuals lie in A′. Equation (6) multiplies each component by a number and cannot create an A″ component; orthogonalization cannot do so either. In exact arithmetic, no number of iterations finds an A″ root. Rounding can cause leakage. In the runs of Section 9, at a tolerance of 10⁻⁵ eV, it stayed below 10⁻⁶ in the norm of the final vectors. With a much tighter tolerance and many more steps it can grow until A″ roots enter, but this cannot be relied on.

The cure is to find m roots in each block, merge the lists and sort them. The m lowest roots overall contain at most m from either block. This is sufficient if neither run has missed a relevant root within its own block. The two-state model shows that this last condition also needs a check.

**8. A certificate by counting**

For a shift s that is not an eigenvalue, factor

A − sI = M B Mᵀ,

where M is invertible and B has diagonal blocks of size one or two. With y = Mᵀx,

xᵀ(A − sI)x = yᵀBy.

The invertible map from x to y preserves the dimension of any subspace on which the quadratic form is negative. The largest such dimension equals the number of negative eigenvalues. B therefore has as many negative eigenvalues as A has eigenvalues below s. This is Sylvester's law of inertia.

Suppose m Ritz values have disjoint residual intervals [θ_k − ‖r_k‖, θ_k + ‖r_k‖], all below s. Each interval contains a different eigenvalue. If the count is also m, no eigenvalue below s has been missed.

The factorization used here needs the explicit matrix, so it is a check for moderate dimensions. For larger problems, extra roots and varied starting vectors provide evidence of completeness, but not this proof.

**9. Phenol**

The example is one isolated phenol molecule, the chromophore fragment of phenolic resists, in the 6-31G basis. The ring is a regular hexagon, and the bond lengths and angle are chosen round values. There are 25 occupied and 50 virtual orbitals, so

N = 25 × 50 = 1250 = 880 (A′) + 370 (A″).

Six roots were sought in each block with a residual tolerance of 10⁻⁵ eV. Both runs took 13 steps. Their final spaces held 70 and 80 vectors, so 150 products were formed in total, against 1250 columns of the full matrix.

Consider the first A′ root at step 4. Its residual is 1.1 × 10⁻² eV, and the next A′ root is at 6.67229 eV. The bound is

(1.1 × 10⁻²)²/(6.67229 − 6.33127) eV ≈ 3.5 × 10⁻⁴ eV.

The actual error relative to full diagonalization is 2.5 × 10⁻⁶ eV, about 140 times smaller. The reason follows from the expansion of x. For the lowest root,

δ = θ − E₁ = Σ_n c_n²(E_n − E₁),

‖r‖² = Σ_n c_n²(E_n − E₁)² − δ².

Thus ‖r‖²/δ + δ is the average of E_n − E₁ with weights c_n²(E_n − E₁). At step 4 it is about 47 eV when unrounded values are used, whereas the bound uses the nearest distance, 0.34 eV. The residual is dominated by components far above the wanted root. At the last steps the measured error is near 10⁻¹⁴ eV or slightly negative. That is rounding, not a failure of the upper bound.

The merged roots are:

1. A′, 6.331 eV, f = 0.047
2. A′, 6.672 eV, f = 0.005
3. A″, 8.493 eV, f = 0.0002
4. A′, 8.584 eV, f = 1.213
5. A′, 8.748 eV, f = 1.033
6. A″, 9.320 eV, f = 0.0005

All six agree with full diagonalization to better than 10⁻¹² eV. Agreement of the vectors is a separate question. For root 4, the nearest root is 8.58389 − 8.49274 = 0.09115 eV away and the residual is 3.0 × 10⁻⁶ eV. Equation (5) limits |sin φ| to about 3.3 × 10⁻⁵. The smallest squared overlap with the full eigenvectors is one to the ten decimals given.

The A′ run by itself returned

6.331, 6.672, 8.584, 8.748, 10.814, 11.083 eV.

Every residual met the tolerance, yet the third entry should be 8.493 eV. The sixth is too high by 11.083 − 9.320 = 1.763 eV. With s placed 10⁻⁴ eV above the last entry, the count is 15 rather than 6: nine roots are absent from this list. For the merged list the corresponding count is 6, as required. The failure comes from confining the start to A′. The twelve smallest gaps of the whole space include seven A″ pairs, and a single run started from them finds the six correct roots with about 80 products. Such a start does not guarantee this in general; the count is what certifies the list.

Orbital gaps do not give the order either. The leading pair of root 3 has a gap of 14.487 eV, while that of root 4 has 13.123 eV, yet root 3 is lower. The leading pair has a weight of 0.494 in root 4, so no single pair of these canonical orbitals describes this root.

Two further runs test the algorithm in the A′ block. Without the division in (6), the largest residual after 13 steps was 0.34 eV, against 4.5 × 10⁻⁶ eV with it. With the space limited to 36 vectors, restarting took 15 steps instead of 13. Its four lowest roots agreed with full diagonalization within the test tolerance of 10⁻⁶ eV. Here a few more steps buy a search space about half as large.

**10. Intensities and the limits of the model**

For a singlet, the two spin parts each contribute ⟨i|r|a⟩/√2. The transition position vector and oscillator strength are therefore

d = √2 Σ_ia X_ia ⟨i|r|a⟩,   f = 2m_e E |d|²/(3ħ²),

with E in joules. The factor √2 was tested against determinant transition densities for water. Since |d|² is proportional to f/E, roots 4 and 1 have the ratio

|d₄|²/|d₁|² = (1.21256/0.04682) × (6.33127/8.58389) ≈ 19.

The strong fourth root thus owes its intensity mainly to its larger transition moment, not to its higher energy.

The first root corresponds to a wavelength of 196 nm. A 193 nm photon has 6.424 eV, only 0.093 eV more. This closeness has no predictive value for a resist. The measured first absorption band of phenol lies at roughly 4.5 eV, so the model is wrong by nearly 2 eV there. It omits electron correlation beyond single excitations, diffuse basis functions, vibrations and the polymer surroundings. For the same reason, the absence of a computed root near the 248 nm photon energy of 4.999 eV does not show that phenol is transparent there. Nor need the order of the A′ and A″ roots found here be that of the real molecule: it was obtained with single excitations in one basis without diffuse functions, and no other basis was tried.

The solver error and the model error differ by more than twelve orders of magnitude. Tightening the residual tolerance improves the solution of equation (1); it cannot repair the physics left out of A. The history of the A′ run and the data of the merged roots are in the numerical output below.

Calculated quantities

```
Bond lengths CC, CH, CO, OH: 1.39, 1.08, 1.36, 0.96 angstrom
COH angle: 109.0 degrees
Basis functions, occupied, virtual: 75, 25, 50
Matrix dimension; A', A'' dimensions: 1250; 880, 370
Phenol Hartree-Fock energy: -305.44413898 hartree
Smallest orbital gap: 12.3526 eV
Water determinant-test error: 2.7e-09 eV
Direct-product error: 3.3e-13 eV
Residual threshold: 1.0e-05 eV
A' history: step, space size, largest residual/eV;
  root 1: energy/eV, residual/eV, error/eV, quadratic bound/eV
   1  12 5.3e+00; 6.426915 1.5e+00 9.6e-02 9.2e+00
   2  18 1.2e+00; 6.333587 2.4e-01 2.3e-03 1.8e-01
   3  24 3.7e-01; 6.331328 4.4e-02 5.8e-05 5.7e-03
   4  30 2.0e-01; 6.331273 1.1e-02 2.5e-06 3.5e-04
   5  36 1.4e-01; 6.331270 3.0e-03 1.1e-07 2.7e-05
   6  42 5.0e-02; 6.331270 4.0e-04 3.0e-09 4.6e-07
   7  48 2.0e-02; 6.331270 7.9e-05 9.3e-11 1.8e-08
   8  54 4.1e-03; 6.331270 1.1e-05 2.5e-12 3.6e-10
   9  60 9.1e-04; 6.331270 2.1e-06 7.0e-14 1.3e-11
  10  65 2.1e-04; 6.331270 6.6e-07 6.2e-15 1.3e-12
  11  67 6.6e-05; 6.331270 6.7e-07 -8.9e-16 1.3e-12
  12  69 1.6e-05; 6.331270 6.7e-07 -8.9e-16 1.3e-12
  13  70 4.5e-06; 6.331270 6.7e-07 1.2e-14 1.3e-12
A' steps, final space size: 13, 70
A'' steps, final space size: 13, 80
Merged roots: number, symmetry, energy/eV, wavelength/nm, f;
  residual/eV, error/eV; leading pair, weight, orbital gap/eV
  1 A' 6.33127 195.83 0.04682; 6.7e-07 -9.0e-14; 25->26 0.701 12.353
  2 A' 6.67229 185.82 0.00451; 1.5e-06 2.6e-14; 25->27 0.513 12.905
  3 A'' 8.49274 145.99 0.00021; 2.6e-06 2.0e-13; 25->28 0.736 14.487
  4 A' 8.58389 144.44 1.21256; 3.0e-06 2.8e-14; 24->26 0.494 13.123
  5 A' 8.74785 141.73 1.03254; 4.5e-06 1.9e-13; 24->27 0.666 13.676
  6 A'' 9.31968 133.03 0.00054; 3.7e-06 2.5e-13; 25->29 0.857 15.067
Smallest squared overlap with full vectors: 1.0000000000
Full-diagonalization root 7: 9.74831 eV
A'-only energies: 6.33127, 6.67229, 8.58389, 8.74785, 10.81355, 11.08312 eV
First wrong position in A'-only list: 3
Eigenvalue count at merged limit: 6
Eigenvalue count at A'-only limit: 15
Largest residual without denominator: 3.440e-01 eV
Restarted A' steps, largest space: 15, 36
Photon energy at 193 nm: 6.4241 eV
Photon energy at 248 nm: 4.9994 eV
```
